# Electron–hole overlap in a 3 nm well at 1 MV/cm

**Question**

A quantum well of width \(L=3\) nm lies between impenetrable walls at \(z=0\) and \(z=L\). A uniform field \(F=1\) MV/cm pushes the electron towards \(z=0\) and the hole towards \(z=L\). Along \(z\) the masses, in units of the free-electron mass \(m_0\), are \(m_e=0.2\) and \(m_h=1.8\). Use \(K=\hbar^2/2m_0=0.0381\) eV nm² and \(eF=0.1\) eV/nm. The masses and width are rough values for a blue-emitting InGaN/GaN well grown along the polar axis. The field is a round value on the low side: the unscreened polarization field at about 15% indium is estimated at roughly 2 MV/cm or more.

(a) Find the ground energies and the squared envelope overlap at zero field. State when the radiative rate is proportional to this overlap.

(b) Find the ground levels in the field.

(c) Normalize the envelopes and find by how much the squared overlap drops.

(d) Which carrier causes the drop? Derive the weak-field law and decide whether it applies here.

(e) Judge the result as an estimate for a real well.

**Answer (a)**

At zero field each envelope obeys \(-(K/m)\psi''=E\psi\) and vanishes at both walls. The solutions are

\[
\varphi_n=\sqrt{\tfrac{2}{L}}\,\sin\frac{n\pi z}{L},\qquad E_n=n^2E_1,\qquad E_1=\frac{K\pi^2}{mL^2}.
\]

This gives \(E_{1e}=0.0381\times9.870/(0.2\times9)=0.2089\) eV and \(E_{1h}=0.0232\) eV. The mass enters the energy but not the shape, so both ground envelopes are \(\varphi_1\), and

\[
S=\int_0^L\psi_e\psi_h\,dz=1 .
\]

For envelopes that vary slowly over a unit cell, the optical matrix element factorizes into an interband momentum element \(p_{cv}\) and \(S\). It also conserves the in-plane wavevector \(\mathbf k\). The golden rule then gives the spontaneous rate per area

\[
R=C\,\hbar\omega\,|p_{cv}|^2\,S^2\sum_{\mathbf k}f_e(\mathbf k)f_h(\mathbf k),
\]

where \(C\) holds constants and the refractive index, and \(\hbar\omega\) is taken as one typical photon energy. The ratio of rates with and without field equals the ratio of \(S^2\) if the following are held fixed: the sheet densities, the temperature, the in-plane masses, \(p_{cv}\) and \(\hbar\omega\). One subband per carrier must be occupied, and electron–hole correlation must be negligible. Degenerate filling of these subbands does no harm, because the sum over \(\mathbf k\) is then the same in both cases and cancels.

**Answer (b)**

Let \(x\) be the distance from the wall towards which a carrier is pushed: \(x=z\) for the electron and \(x=L-z\) for the hole. Measured from the low corner of its own potential, each carrier has potential energy \(eFx\), so

\[
-\frac{K}{m}\psi''+eFx\,\psi=E\psi .
\]

Substitute \(x=\ell(\xi+\varepsilon)\) and \(E=eF\ell\,\varepsilon\). The terms in \(\varepsilon\) cancel, leaving

\[
\frac{d^2y}{d\xi^2}=\frac{m\,eF\ell^3}{K}\,\xi y .
\]

The choice \(\ell=[K/(m\,eF)]^{1/3}\) turns this into Airy's equation \(y''=\xi y\). The lengths are \(\ell_e=(1.905)^{1/3}=1.240\) nm and \(\ell_h=0.596\) nm.

With \(w=L/\ell\), the walls lie at \(\xi=-\varepsilon\) and \(\xi=b\), where \(b=w-\varepsilon\). A combination of Ai and Bi can vanish at both without being zero everywhere only if

\[
\mathrm{Ai}(-\varepsilon)\,\mathrm{Bi}(b)-\mathrm{Ai}(b)\,\mathrm{Bi}(-\varepsilon)=0 .
\]

The lowest roots, found numerically by bracketing, are:

| | \(w\) | \(\varepsilon\) | \(E=eF\ell\varepsilon\) (eV) |
|---|---:|---:|---:|
| electron | 2.420 | 2.858 | 0.3543 |
| hole | 5.034 | 2.339 | 0.1394 |

The mid-well potential is \(eFL/2=0.150\) eV above each corner. Relative to mid-well, the levels therefore move by \(0.3543-0.150-0.2089=-0.005\) eV and \(0.1394-0.150-0.0232=-0.034\) eV. The transition shifts to the red by about 0.038 eV.

**Answer (c)**

A solution that vanishes at the carrier's own wall is

\[
y(\xi)=\mathrm{Bi}(\xi)\mathrm{Ai}(-\varepsilon)-\mathrm{Ai}(\xi)\mathrm{Bi}(-\varepsilon).
\]

Its norm follows from an identity. Using \(y''=\xi y\),

\[
\frac{d}{d\xi}\left(\xi y^2-y'^2\right)=y^2+2\xi yy'-2y'y''=y^2 .
\]

Since \(y=0\) at both ends, only the end slopes survive:

\[
\int_0^L y^2dx=\ell\left[y'(-\varepsilon)^2-y'(b)^2\right].
\]

The Wronskian \(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi\) gives \(y'(-\varepsilon)=1/\pi\). At the far wall, the level condition lets us replace \(\mathrm{Bi}(-\varepsilon)\) by \(\mathrm{Ai}(-\varepsilon)\mathrm{Bi}(b)/\mathrm{Ai}(b)\), so

\[
y'(b)=\frac{\mathrm{Ai}(-\varepsilon)}{\mathrm{Ai}(b)}\left[\mathrm{Ai}(b)\mathrm{Bi}'(b)-\mathrm{Ai}'(b)\mathrm{Bi}(b)\right]=\frac{\mathrm{Ai}(-\varepsilon)}{\pi\,\mathrm{Ai}(b)} .
\]

The normalized envelope is therefore

\[
\psi(x)=\frac{\pi\,y(x/\ell-\varepsilon)}{\sqrt{\ell\left[1-\mathrm{Ai}(-\varepsilon)^2/\mathrm{Ai}(b)^2\right]}} .
\]

The hole's distance is counted from the opposite wall, so the overlap is

\[
S=\int_0^L\psi_e(z)\,\psi_h(L-z)\,dz .
\]

Numerical quadrature gives \(S=0.7917\), and hence

\[
\boxed{S^2=0.627,\qquad 1-S^2=0.373.}
\]

Under the conditions in (a), the radiative rate falls by 37%, a reduction by a factor \(1/S^2=1.60\), computed from the unrounded overlap. The mean electron position is 0.093 nm from mid-well and the mean hole position 0.574 nm on the other side. Their separation is 0.67 nm.

For given masses, each shape depends only on \(w^3=m\,eFL^3/K\), so \(S^2\) depends on field and width through \(FL^3\). The width is thus the more sensitive variable:

| \(L\) (nm) | \(F\) (MV/cm) | \(S^2\) |
|---:|---:|---:|
| 3 | 0.5 | 0.854 |
| 3 | 2 | 0.334 |
| 2 | 1 | 0.941 |
| 4 | 1 | 0.268 |

**Answer (d)**

Tilting the potential of the hole alone gives \(S^2=0.704\); tilting that of the electron alone gives 0.993. The hole causes most of the drop. However, the separate losses, 0.296 and 0.007, add to 0.303, not 0.373. The weak-field expansion shows where the remainder comes from.

To first order, the electron envelope is \(\varphi_1+\sum_{n>1}a_n\varphi_n\), with \(a_n=eFz_{n1}/(E_1-E_n)\). Writing the product of sines as a difference of cosines gives

\[
z_{n1}=\frac1L\int_0^L z\left[\cos\frac{(n-1)\pi z}{L}-\cos\frac{(n+1)\pi z}{L}\right]dz .
\]

For a positive integer \(k\), integration by parts gives \(\int_0^L z\cos(k\pi z/L)\,dz=L^2[(-1)^k-1]/(\pi^2k^2)\). This vanishes for even \(k\) and equals \(-2L^2/(\pi^2k^2)\) for odd \(k\). Thus only even \(n\) mix with the ground state:

\[
z_{n1}=-\frac{2L}{\pi^2}\left[\frac1{(n-1)^2}-\frac1{(n+1)^2}\right]=-\frac{8L}{\pi^2}\frac{n}{(n^2-1)^2}.
\]

With \(E_1-E_n=-(n^2-1)E_1\), the two minus signs cancel:

\[
a_n=\frac{eFL}{E_{1e}}t_n,\qquad t_n=\frac{8n}{\pi^2(n^2-1)^3}.
\]

The force on the hole is opposite, so its coefficients are \(b_n=-(eFL/E_{1h})t_n\). Including the norms, to second order in the field,

\[
S^2\simeq\frac{(1+\sum a_nb_n)^2}{(1+\sum a_n^2)(1+\sum b_n^2)}\simeq1-\sum_n(a_n-b_n)^2 .
\]

The loss is therefore

\[
1-S^2\simeq T\,(eFL)^2\left(\frac1{E_{1e}}+\frac1{E_{1h}}\right)^2,\qquad T=\sum_{n\ \mathrm{even}}t_n^2=0.003606 .
\]

Because \(1/E_1\propto mL^2\), this loss is proportional to \((m_e+m_h)^2F^2L^6\). Expanding the square gives electron, cross and hole terms in the ratio \(m_e^2:2m_em_h:m_h^2=1:18:81\). The electron's small displacement matters chiefly through the cross term, because it is opposite to the hole's large one. At 1 MV/cm the cross term formed from the exact envelopes is 0.074, close to the remainder of 0.070; the weak-field value, 0.13, is too large for the reason given below.

At 0.02 MV/cm the law gives a loss of \(2.975\times10^{-4}\), against \(2.973\times10^{-4}\) from diagonalization in forty sine functions. At 1 MV/cm it gives

\[
1-S^2\simeq0.003606\left[0.3\left(\frac1{0.2089}+\frac1{0.0232}\right)\right]^2\simeq0.74,
\]

about twice the computed 0.373. The law requires small mixing coefficients, but the hole's largest would have magnitude \((0.3/0.0232)\times0.060=0.78\), which is not small. For the electron it is 0.086.

The hole is instead near the opposite limit, in which the far wall is irrelevant. Then \(\varepsilon\) is 2.338, the magnitude of the first zero of Ai, and the energy is 0.1393 eV, against 0.1394 eV with both walls. The same approximation for the electron gives 0.2898 eV, 18% below its two-wall value of 0.3543 eV.

**Answer (e)**

The estimates below change one assumption at a time. They should not be multiplied together, since the effects interact.

*Finite barriers.* Take rough band offsets of 0.4 eV for electrons and 0.2 eV for holes, unchanged masses, and barriers without field. A finite-difference solution gives \(S^2=0.956\) at zero field and 0.263 in the field. The rate ratio is \(0.263/0.956=0.275\), a drop of about 72% instead of 37%. In the field, 13% of the electron probability and 10% of the hole probability lie in the barriers.

*Screening.* Electron and hole sheets partly cancel the field. Solving the envelope and Poisson equations self-consistently with infinite walls and relative permittivity 10 gives \(S^2=0.65\) at \(10^{12}\) cm⁻² of each carrier and 0.75 at \(5\times10^{12}\) cm⁻². The mean field falls by 0.04 and 0.16 MV/cm.

*Temperature.* At zero field the second hole level lies \(3E_{1h}=0.070\) eV above the first, or 2.7 \(k_BT\) at 300 K. Holes there do not recombine with ground-state electrons, because their envelopes are orthogonal. A nondegenerate average over subbands gives relative rates of 0.9360 without field and 0.6225 with it, a ratio of 0.665. At 400 K the ratio is 0.70.

*Photon energy.* For a rough 2.8 eV photon, the ideal well's red shift of 0.038 eV multiplies the rate by 0.986.

*Correlation.* If the pairs form bound excitons, their in-plane contact density matters too. A variational state \(e^{-\rho/a}\), where \(\rho\) is the in-plane separation, with the envelopes held fixed, the same masses in the plane and relative permittivity 10, has \(a=2.60\) nm without field and 2.83 nm with it. The contact density, proportional to \(1/a^2\), falls by a factor 0.84, and with frozen envelopes the rate ratio would be 0.53. Freezing them is not justified here, because the binding energy, about 50 meV, is comparable to the hole level spacing of 70 meV. When the attraction is allowed to mix the subbands, it pulls the hole back towards the electron, and the ratio becomes 0.625, almost the uncorrelated value. This is a bound-pair limit, not a description of a dense room-temperature plasma.

At the fixed field of 1 MV/cm and among the assumptions tested, the impenetrable walls move the answer most: the 37% drop is a property of the ideal well and, for the offsets used and without screening, a serious underestimate. Screening acts more strongly in the finite well, where the ratio rises to 0.32, 0.52 and 0.72 at \(10^{12}\), \(5\times10^{12}\) and \(10^{13}\) cm⁻², so at high injection the underestimate disappears. The field itself matters as much as the walls: at 2.3 MV/cm the ideal well already gives \(S^2=0.28\). Alloy disorder, valence-band mixing and fields in the barriers are not included, so 0.275 is itself a model value, not a prediction for a particular device.
